# Polar and spacer layers in hafnia from two equal-amplitude modes

## Definitions and conventions

The reference crystal is cubic fluorite HfO$_2$ with cell edge $a$. The cubic cell has volume $V=a^3$ and holds four Hf and eight O atoms. Hf atoms sit on a face-centred cubic lattice that includes the origin. Each primitive cell has one Hf at $(0,0,0)$ and two oxygens,

$$
\mathrm{O}_1:\ \tfrac a4(1,1,1),\qquad \mathrm{O}_2:\ -\tfrac a4(1,1,1). \tag{1}
$$

The lattice translations $\mathbf R$ are integer combinations of $\frac a2(0,1,1)$, $\frac a2(1,0,1)$ and $\frac a2(1,1,0)$.

The oxygens form planes normal to $y$. Plane $n$ lies at

$$
y_n=\left(n+\tfrac12\right)d,\qquad d=\tfrac a2, \tag{2}
$$

with four oxygens per cubic cell in each plane, and Hf planes lie halfway between. The polar axis is $z$, within the planes. A word such as "layer" means one oxygen plane with the half-cell around it.

Let $h$ be the displacement along $z$ of the Hf atoms, when it is the same for all of them. The displacement of an oxygen plane is measured relative to Hf:

$$
u_n=(z\text{ displacement of the oxygens in plane }n)-h. \tag{3}
$$

"Undisplaced" means $u_n=0$. This choice matters because a shift of the whole crystal has no physical effect, whereas a uniform shift of oxygen against Hf creates a dipole.

Two modes are combined. The zone-centre mode has wavevector zero and amplitude $G$. The zone-boundary mode has wavevector $\mathbf q=(0,2\pi/a,0)$ and amplitude $Y$. Both amplitudes are oxygen displacements relative to Hf. The claim is that, when both modes move all oxygens of a plane equally along $z$, alternate planes are undisplaced if and only if $|G|=|Y|\neq0$.

## The zone-boundary pattern

In a mode of wavevector $\mathbf q$, a translation by $\mathbf R$ multiplies the displacement by $e^{i\mathbf q\cdot\mathbf R}$. Here only $R_y$ enters, and it is a multiple of $d$:

$$
e^{i\mathbf q\cdot\mathbf R}=e^{i(2\pi/a)R_y}=e^{i\pi R_y/d}=(-1)^{R_y/d}. \tag{4}
$$

The pattern is therefore real and changes sign from one plane to the next.

Let O$_1$ and O$_2$ in the primitive cell have displacements $\mathbf p_1$ and $\mathbf p_2$. Plane $0$ contains O$_1$ and its translates with $R_y=0$, which move by $\mathbf p_1$. It also contains translates of O$_2$ with $R_y=d$, because O$_2$ itself lies in plane $-1$. By (4) these move by $-\mathbf p_2$. All oxygens of the plane move equally when

$$
\mathbf p_2=-\mathbf p_1. \tag{5}
$$

Symmetry shows that such a pattern, directed along $z$, is a normal mode by itself. Inversion through the Hf atom at the origin changes a displacement field $\mathbf u(\mathbf r)$ into $-\mathbf u(-\mathbf r)$. It reverses $\mathbf q$, but $-\mathbf q$ and $\mathbf q$ differ by the reciprocal-lattice vector $(0,4\pi/a,0)$, so they label the same modes. Its effect is

$$
\mathbf h\to-\mathbf h,\qquad \mathbf p_1\to-\mathbf p_2,\qquad \mathbf p_2\to-\mathbf p_1, \tag{6}
$$

where $\mathbf h$ is the Hf displacement at the origin. Pattern (5) is unchanged, hence even. Any Hf displacement is odd. Harmonic forces with the symmetry of the crystal cannot connect even and odd patterns, so Hf stays at rest.

The even patterns are then the three directions of $\mathbf p_1$. Consider the mirrors $x\to-x$ and $z\to-z$ through the Hf atom. Each maps every oxygen plane onto itself, so on an in-plane-uniform pattern it acts just on the direction:

- motion along $x$ is odd under the $x$ mirror and even under the $z$ mirror;
- motion along $y$ is even under both;
- motion along $z$ is even under the $x$ mirror and odd under the $z$ mirror.

The three have different parities and do not mix. The $z$ pattern is therefore a normal mode whatever the values of the harmonic force constants, and

$$
h=0,\qquad u_n=(-1)^nY. \tag{7}
$$

## The zone-centre pattern

At zero wavevector all translates move alike, and (6) still holds. The odd patterns have $\mathbf p_1=\mathbf p_2$ with any $\mathbf h$. The same mirrors separate the three directions. For motion along $z$ two variables remain, the Hf displacement $h$ and the common oxygen displacement $p$.

One normal mode in this two-dimensional space is the translation $h=p$, which costs no energy. The other is orthogonal to it when each displacement product is weighted by mass. With masses $m_{\rm Hf}$ and $m_{\rm O}$ this gives

$$
m_{\rm Hf}h+2m_{\rm O}p=0, \tag{8}
$$

which also says that the centre of mass is at rest. The definition of the amplitude is $p-h=G$. Substituting $p=h+G$ into (8),

$$
(m_{\rm Hf}+2m_{\rm O})h=-2m_{\rm O}G,
$$

so that

$$
h=-sG,\qquad p=(1-s)G,\qquad s=\frac{2m_{\rm O}}{m_{\rm Hf}+2m_{\rm O}}. \tag{9}
$$

Relative to Hf, every plane moves by the same amount, $u_n=p-h=G$.

## Adding the modes

Small displacements add. From (7) and (9), Hf moves by $-sG$ everywhere and

$$
\boxed{u_n=G+(-1)^nY.} \tag{10}
$$

For even and odd planes,

$$
u_{\rm even}=G+Y,\qquad u_{\rm odd}=G-Y. \tag{11}
$$

If $Y=G$, the odd planes have $u=0$ and the even planes move by $2G$. If $Y=-G$, the roles are exchanged. Conversely, if one set is undisplaced, either $G-Y=0$ or $G+Y=0$, so $|G|=|Y|$. If both sets are undisplaced, both amplitudes vanish. This proves the claim.

The result is destructive interference in one set of planes and constructive interference in the other. The spacer oxygens are at rest relative to Hf because two nonzero mode contributions cancel there.

The decomposition also works backwards. Adding and subtracting the equations in (11) gives

$$
G=\frac{u_{\rm even}+u_{\rm odd}}2,\qquad
Y=\frac{u_{\rm even}-u_{\rm odd}}2. \tag{12}
$$

A structure in which the even planes are shifted by $\delta$ and the odd planes by zero has $G=Y=\delta/2$. No further wavevector is present. In a periodic stack of $N$ planes, $N$ even, the Fourier amplitude with phase step $2\pi k/N$ is

$$
c_k=\frac1N\sum_{n=0}^{N-1}u_ne^{-2\pi ikn/N}
=\frac{\delta}{N}\sum_{m=0}^{N/2-1}e^{-2\pi ikm/(N/2)}, \tag{13}
$$

where $n=2m$ because odd planes contribute nothing. The last sum runs over equally spaced points on the unit circle. It equals $N/2$ for $k=0$ and $k=N/2$, and vanishes for the other $k$ from $0$ to $N-1$. The two surviving amplitudes are each $\delta/2$.

## Where the cancellation fails

**Different patterns within a plane.** At zero wavevector there is also a staggered pattern with $p_2=-p_1$. It moves half the oxygens of each plane up and half down, by $\sigma G$ with $\sigma=\pm1$. Added to the zone-boundary mode with $Y=G$, it gives

$$
u=\sigma G+(-1)^nG. \tag{14}
$$

In an even plane the atoms with $\sigma=+1$ move by $2G$ and the others rest. In an odd plane those with $\sigma=-1$ move by $-2G$ and the others rest. Two of the four oxygens move in every plane, and no plane is left undisplaced. Equal amplitudes are thus insufficient without identical in-plane patterns.

**A different wavevector.** Suppose the second wave has half the zone-boundary wavevector, with $u_n=G+G\cos(n\pi/2)$. Successive planes then move by $2G,G,0,G$. One plane in four is at rest. With another phase and amplitude, $u_n=G+\sqrt2\,G\cos(n\pi/2+\pi/4)$ gives $2G,0,0,2G$, where the resting planes come in pairs. Neither pattern alternates: by (13) the alternating motif contains only the zone-centre wave and the wave with the sign change (4). These patterns are prescribed oxygen shifts; a normal mode at this wavevector generally moves Hf by different amounts in different planes, and (3) then does not apply.

**Unequal amplitudes.** Put $r=Y/G$ with $0\le r\le1$. Equation (11) gives the ratio of spacer to polar displacement,

$$
\frac{u_{\rm odd}}{u_{\rm even}}=\frac{G-rG}{G+rG}=\frac{1-r}{1+r}. \tag{15}
$$

It falls from one at $r=0$, a uniformly polar crystal, to zero at $r=1$. Near equality, with $r=1-\epsilon$, it is $\epsilon/(2-\epsilon)\approx\epsilon/2$.

**Equal normal coordinates.** Lattice-dynamics amplitudes are often mass-weighted, with $Q^2=\sum m u^2$ over the cell. Write $M=m_{\rm Hf}+2m_{\rm O}$, so $1-s=m_{\rm Hf}/M$. The zone-centre mode has

$$
\begin{aligned}
Q_G^2&=4m_{\rm Hf}s^2G^2+8m_{\rm O}(1-s)^2G^2\\
&=\frac{16m_{\rm Hf}m_{\rm O}^2+8m_{\rm O}m_{\rm Hf}^2}{M^2}G^2
=\frac{8m_{\rm O}m_{\rm Hf}}{M}G^2,
\end{aligned} \tag{16}
$$

because the numerator is $8m_{\rm O}m_{\rm Hf}(2m_{\rm O}+m_{\rm Hf})$. The zone-boundary mode moves oxygen alone, so $Q_Y^2=8m_{\rm O}Y^2$. Setting $Q_G=Q_Y$ gives

$$
r=\frac YG=\sqrt{\frac{m_{\rm Hf}}{m_{\rm Hf}+2m_{\rm O}}}<1. \tag{17}
$$

Equal mass-weighted coordinates therefore leave a small spacer displacement. The amplitudes that must match are those defined through (3).

## Polarization and the four variants

Assign each oxygen the dynamical charge $-Ze$ and each Hf the charge $+2Ze$, where $e>0$. These charges give the dipole per unit displacement along $z$ and are held constant here. The polarization is measured from the cubic reference along the path on which the displacements grow continuously from zero. For oxygen displacements $h+u_n$,

$$
\begin{aligned}
P&=\frac eV\left[4(2Z)h-4Z(h+G+Y)-4Z(h+G-Y)\right]\\
&=-\frac{8ZeG}{V}.
\end{aligned} \tag{18}
$$

The Hf displacement cancels because the cell is neutral, and $Y$ cancels because it moves equal charges in opposite directions. The minus sign records that negative oxygen moving towards $+z$ produces a dipole towards $-z$.

A layer holds four oxygens and two Hf atoms' worth of charge, so it is neutral, and its dipole does not depend on the common shift $h$. For $Y=G$ the polar half-cell, of volume $V/2$, then has polarization

$$
P_{\rm polar}=\frac{-4Ze(2G)}{V/2}=-\frac{16ZeG}{V}=2P, \tag{19}
$$

and the spacer has zero. Placing the dynamical charges at the atoms and giving each layer the volume $V/2$ are conventions; the cell average $P$ does not depend on them. The alternation creates no bound charge between layers in this model, since $P_z$ varies along $y$ alone and $\nabla\cdot\mathbf P=\partial P_z/\partial z=0$.

With $|G|=|Y|$ fixed, the signs give four variants. The sign of $G$ sets the direction of $P$. The relative sign of $G$ and $Y$ selects the polar planes: even for equal signs, odd for opposite signs. Reversing $P$ by changing both signs keeps the same planes polar. Reversing $G$ alone moves the polar role to the other set.

If the oxygen charges are $-Z_1e$ in even planes and $-Z_2e$ in odd planes, neutrality requires an Hf charge $(Z_1+Z_2)e$. In the frame where Hf is fixed,

$$
\begin{aligned}
P&=-\frac{4e}{V}\left[Z_1(G+Y)+Z_2(G-Y)\right]\\
&=-\frac{4e}{V}\left[(Z_1+Z_2)G+(Z_1-Z_2)Y\right].
\end{aligned} \tag{20}
$$

The zone-boundary mode now contributes. For $Y=G$ this becomes $-8Z_1eG/V$, so the charge of the polar plane alone matters.

## What mode addition does not explain

Equation (10) is a statement about displacements. It does not say why a crystal adopts equal amplitudes. A simple harmonic energy per cell shows the distinction. Let each plane have stiffness $\kappa$, and let neighbouring planes interact through $J u_nu_{n+1}$. A cell has two planes and two such neighbour pairs, so

$$
\begin{aligned}
E&=\tfrac\kappa2(u_{\rm even}^2+u_{\rm odd}^2)+2Ju_{\rm even}u_{\rm odd}\\
&=(\kappa+2J)G^2+(\kappa-2J)Y^2.
\end{aligned} \tag{21}
$$

For $J=0$ the two modes have equal stiffness, but the energy depends on $G^2+Y^2$ alone and does not favour $|G|=|Y|$. Nor is it enough to give each independent plane a double-well energy with a maximum at $u=0$: a spacer plane would sit on that maximum. Selecting the motif requires further terms. A strong enough anharmonic coupling $u_{\rm even}^2u_{\rm odd}^2=(G^2-Y^2)^2$ added to the double wells selects it; interaction with other distortions is another possible source. Which terms act in hafnia is not decided here.

## A hafnia-sized example

Take the rough values $a=0.51$ nm, $G=Y=0.025$ nm and $Z=2.5$, with masses $178.5$ u for Hf and $16.0$ u for O. The oxygen planes are $0.255$ nm apart. Equation (11) gives

$$
u_{\rm even}=0.025+0.025=0.050\ \text{nm},\qquad u_{\rm odd}=0.
$$

From (9), $s=32.0/210.5=0.152$. With the centre of mass fixed, Hf moves by $-0.152\times0.025=-0.0038$ nm, and the spacer oxygens move with it by the same amount.

The cell volume is $0.51^3=0.1327$ nm$^3$. Since $1\,e/\text{nm}^2=16.02\ \mu\text{C/cm}^2$, equation (18) gives

$$
P=-\frac{8(2.5)(0.025)}{0.1327}\times16.02
=-60.4\ \mu\text{C/cm}^2.
$$

The polar half-cell is assigned twice this value, about $-121\ \mu$C/cm$^2$.

The neglected effects can be sized one at a time, the other parameters being held fixed.

- **Amplitude mismatch.** For $Y/G=0.90$, the polar and spacer shifts are $0.0475$ and $0.0025$ nm, a ratio of $0.053$. $P$ is unchanged by (18). Equal mass-weighted coordinates give $Y/G=0.921$ from (17) and a ratio of $0.041$.
- **Unequal charges.** Lowering the polar-plane oxygen charge by 10% changes $P$ to $-54.4\ \mu$C/cm$^2$, also by 10%, as (20) requires.
- **Tetragonal distortion.** Suppose neighbouring oxygen rows also shift alternately by $\pm0.03$ nm along $x$, a rough size. These shifts sum to zero in each plane. A spacer oxygen still has no polar displacement, but in this three-mode picture its total displacement is $0.03$ nm. In the real orthorhombic structure further modes make the shifts along $x$ larger in the polar planes and smaller in the spacer planes, and also move oxygen along $y$.
- **Thermal motion.** Treat one oxygen coordinate as a harmonic oscillator with assumed quantum $\hbar\omega=40$ meV. Its root-mean-square displacement is $[\hbar\coth(\hbar\omega/2k_BT)/(2m_{\rm O}\omega)]^{1/2}$. At $358$ K, a high operating temperature for electronics, this is $0.0076$ nm, about 15% of the polar shift. The spacer is at rest on average, not at every instant.
- **Applied field.** Take a field of magnitude $F=3$ MV/cm parallel to $P$, so that it does not reverse the polarization, and a rough lattice contribution $\varepsilon_{\rm lat}=25$ to the relative permittivity. The induced polarization is $\varepsilon_0\varepsilon_{\rm lat}F=6.6\ \mu$C/cm$^2$, about 11% of $|P|$. If it comes from a uniform oxygen shift, (18) gives a magnitude of $0.0027$ nm. With $Z=2.5$ this permittivity corresponds to a polar mode of quantum about $29$ meV, softer than the $40$ meV assumed for thermal motion. A $40$ meV polar mode would give $\varepsilon_{\rm lat}\approx13$ and a shift of $0.0014$ nm, while $29$ meV would raise the thermal amplitude to $0.010$ nm. Both estimates are therefore rough sizes only. Such a uniform shift changes $G$ but not $Y$, and the spacer is then no longer undisplaced while the field is on. If polar and spacer planes differ in stiffness, they shift by different amounts and $Y$ changes too.

Ferroelectric hafnia is orthorhombic, with three unequal cell edges near $0.5$ nm, and contains other distortions besides the two modes added here. The chosen displacement and charge are of realistic size, and calculated polarizations of the ideal crystal are roughly $50\ \mu$C/cm$^2$. Films in memory capacitors commonly show remanent polarizations of roughly 10 to $30\ \mu$C/cm$^2$. One reason among several is that they are usually not single crystals with the polar axis along the field. Suppose the polar axis stays fixed within each grain, so that only its sign can switch. If the grain axes are randomly oriented and each grain selects the polarization direction with a positive component along the field, the average component is

$$
|P|\int_0^1\mu\,d\mu=\frac{|P|}{2}\approx30\ \mu\text{C/cm}^2, \tag{22}
$$

where $\mu$ is the cosine of the angle to the field, uniformly distributed for random directions. The number uses the model value of $|P|$; the calculated value near $50\ \mu$C/cm$^2$ gives about $25$. If the field could also turn the polar axis among all six cubic directions, the factor would be about $0.83$ instead of $1/2$. Non-ferroelectric grains, interface layers and incomplete switching lower the average, so (22) does not by itself account for measured film values. The estimate concerns the film average; the layer motif within each ferroelectric grain is a separate matter, governed by (10) as far as the two-mode description holds.
